\section*{Signal Decay and Memory Lifetime in Stochastic Binary Synapses}

\section{Definitions and conventions}

An array has $N$ two-state memory cells used as synapses. Cell $i$ holds the weight $w_i=+1$ (low resistance) or $w_i=-1$ (high resistance). A pattern is a list of target values $\eta_i=\pm1$, one for each cell. To write it, every cell receives one pulse whose polarity matches its target.

The write rule is stochastic. A cell whose state differs from its target switches to it with probability $q$, where $0<q<1$. A cell already at its target stays there. The assumptions are:

\begin{itemize}
\item All cells have the same $q$, and a failed pulse leaves no trace in the cell.
\item Switching events are independent between cells and between pulses.
\item Targets are $+1$ or $-1$ with probability $1/2$ each, independently for every cell and every pattern.
\item Each pattern is written once, and new patterns keep arriving.
\end{itemize}

We follow one pattern, $\xi_i$. Its age $t=0,1,2,\dots$ is the number of patterns written after it. An observer who knows $\xi$ measures the overlap
\begin{equation}
h(t)=\frac1N\sum_{i=1}^{N}\xi_i w_i(t),\qquad S(t)=\langle h(t)\rangle .
\label{eq:overlap}
\end{equation}
The brackets average over targets and switching events. The mean $S(t)$ is the signal.

\section{One write and its average}

Let $B_i=1$ with probability $q$ and $B_i=0$ otherwise. The write rule is then
\begin{equation}
w_i'=(1-B_i)\,w_i+B_i\,\eta_i .
\label{eq:rule}
\end{equation}
If $w_i=\eta_i$, both values of $B_i$ leave the cell unchanged. If $w_i=-\eta_i$, it switches exactly when $B_i=1$. Both cases agree with the definition. Since $\langle B_i\rangle=q$ and $B_i$ is independent of state and target,
\begin{equation}
\langle w_i'\,|\,w_i,\eta_i\rangle=(1-q)w_i+q\eta_i .
\label{eq:mean}
\end{equation}

\section{Exponential decay of the signal}

\subsection*{Storage}

Let $w_i^-$ be the state just before $\xi$ is written. Put $\eta_i=\xi_i$ in (\ref{eq:mean}), multiply by $\xi_i$, and use $\xi_i^2=1$:
\begin{equation}
\langle\xi_iw_i(0)\rangle=(1-q)\langle\xi_iw_i^-\rangle+q .
\end{equation}
The new pattern is independent of the old state and has zero mean, so $\langle\xi_iw_i^-\rangle=\langle\xi_i\rangle\langle w_i^-\rangle=0$. Hence $S(0)=q$, whatever the starting state.

\subsection*{Overwriting}

A later pattern $\eta$ changes the overlap according to
\begin{equation}
\langle\xi_iw_i(t+1)\rangle=(1-q)\langle\xi_iw_i(t)\rangle+q\langle\xi_i\eta_i\rangle .
\end{equation}
The last average vanishes because the two patterns are independent and unbiased. Therefore $S(t+1)=(1-q)S(t)$, and
\begin{equation}
\boxed{S(t)=q(1-q)^t=q\,e^{-\lambda t},\qquad \lambda=-\ln(1-q).}
\label{eq:signal}
\end{equation}

The factor $q$ is the probability that the storing pulse took control of the cell. The factor $(1-q)^t$ is the probability that no later pulse did. A later pulse with $B_i=1$ erases the record even if its target happens to equal the present state, because the state is then fixed by the new target. The probability of a visible switch is only $q/2$ per pattern, since half the targets agree with the state already present.

For small $q$, $\lambda\simeq q$: writing gently preserves old patterns but stores new ones weakly. As $q\to1$ the newest pattern is stored perfectly and all earlier ones are erased.

\subsection*{Biased patterns}

Suppose instead that targets have mean $\mu$, with $|\mu|<1$, and that the array is stationary. Averaging (\ref{eq:mean}) gives $\langle w_i\rangle=\mu$, and two different patterns now have $\langle\xi_i\eta_i\rangle=\mu^2$. Then
\begin{equation}
S(t+1)-\mu^2=(1-q)\left[S(t)-\mu^2\right],\qquad S(0)=(1-q)\mu^2+q .
\end{equation}
A never-stored pattern has mean overlap $\mu^2$, so the useful signal is the excess
\begin{equation}
S(t)-\mu^2=q(1-\mu^2)(1-q)^t .
\end{equation}
Bias weakens the stored signal and leaves its decay rate unchanged. From here on $\mu=0$.

\section{Noise}

For given $w_i^-$, the products $\xi_iw_i(t)$ of different cells are independent. Each has mean $S(t)$ regardless of $w_i^-$, and each has square 1. The variance of one product is therefore $1-S^2$, and that of the average is
\begin{equation}
\operatorname{Var}h(t)=\frac{1-S(t)^2}{N}.
\end{equation}

A never-stored pattern $\zeta$ sets the background. Its overlap has zero mean. Since $\zeta$ is independent of the weights and $\langle\zeta_i\zeta_j\rangle=\delta_{ij}$,
\begin{equation}
\operatorname{Var}h_\zeta=\frac1{N^2}\sum_{i,j}\langle\zeta_i\zeta_j\rangle\langle w_iw_j\rangle
=\frac1{N^2}\sum_i\langle w_i^2\rangle=\frac1N .
\end{equation}
The noise unit is thus $1/\sqrt N$, and the signal measured in it is $\sqrt N\,S(t)$.

\section{Logarithmic growth of the lifetime}

Call a pattern remembered while $\sqrt N\,S(t)\ge\theta$, with $\theta$ a chosen separation. The limiting age $t^*$ satisfies
\begin{equation}
\sqrt N\,q\,e^{-\lambda t^*}=\theta .
\end{equation}
Dividing by $\theta$, multiplying by $e^{\lambda t^*}$ and taking logarithms gives
\begin{equation}
\boxed{t^*=\frac{1}{\lambda}\ln\frac{\sqrt N\,q}{\theta}
=\frac{\ln N}{2\lambda}+\frac{\ln(q/\theta)}{\lambda}.}
\label{eq:life}
\end{equation}
This requires $\sqrt N\,q\ge\theta$, or $N\ge(\theta/q)^2$. In a smaller array even the newest pattern misses the criterion. Ages are integers, so the remembered ages run from 0 to $\lfloor t^*\rfloor$, which makes $\lfloor t^*\rfloor+1$ patterns held at once.

At fixed $q$ and $\theta$, multiplying $N$ by ten adds
\begin{equation}
\Delta t^*=\frac{\ln10}{2\lambda}
\label{eq:decade}
\end{equation}
patterns. More cells lower the noise as a power of $N$, but the signal falls exponentially with age, so that gain buys only a logarithm of extra time.

\subsection*{Meaning of the threshold}

Let the observer answer ``stored'' when $h$ exceeds $\theta/(2\sqrt N)$, halfway between the two means at $t^*$. For large $N$ both overlaps are nearly Gaussian. Both widths are close to $1/\sqrt N$, because $S(t^*)^2=\theta^2/N\ll1$. A miss at age $t^*$ and a false alarm then each have probability near $\Phi(-\theta/2)$, where $\Phi$ is the standard normal distribution function. For $\theta=5$ this is 0.62\%. Binomial sums for $N=10^6$ give 0.62\% for both errors.

\subsection*{Simulation at three sizes}

The write rule was simulated with $q=0.2$, $\theta=2$ and 400 arrays at each size, all cells starting at $+1$. For $N=400$, 3200 and 25600 the measured lifetimes were 3.11, 7.82 and 12.64 patterns; (\ref{eq:life}) gives 3.11, 7.77 and 12.43. Each factor of eight in $N$ adds about the same number of patterns.

\section{When the growth is not logarithmic}

The logarithm holds at fixed $q$. Suppose $q$ may be chosen anew for each $N$. Write $a=\sqrt N/\theta$ and $x=aq\ge1$. The series $\lambda=q+q^2/2+\cdots$ has positive terms, so $\lambda\ge q$. Since $\ln x\ge0$,
\begin{equation}
t^*=\frac{\ln x}{\lambda}\le\frac{\ln x}{q}=a\,\frac{\ln x}{x}.
\end{equation}
The derivative of $\ln x/x$ is $(1-\ln x)/x^2$, which changes from positive to negative at $x=e$. The maximum is $1/e$, and so for every $q$
\begin{equation}
t^*\le\frac{\sqrt N}{e\,\theta}.
\label{eq:bound}
\end{equation}

To see how closely this can be approached, take $q=e/a=e\theta/\sqrt N$, assumed small. Then $\ln x=1$ and
\begin{equation}
t^*=\frac1\lambda=\frac1q\left(1-\frac q2+O(q^2)\right)
=\frac{\sqrt N}{e\theta}-\frac12+O(q).
\end{equation}
The best lifetime therefore grows as $\sqrt N$. Its price is a weak fresh memory: the initial signal is $\sqrt N\,q=e\theta$ noise units for every $N$, whereas at fixed $q$ it grows as $\sqrt N$.

\section{Worked example: a million ceria cells}

\subsection*{From pulse to switching probability}

Consider filamentary resistive cells with a CeO$_2$ layer. Switching is modelled as one thermally activated rearrangement of doubly charged oxygen vacancies. The inputs are rough: an effective barrier $E=1.30$ eV, an attempt rate $\nu=10^{13}$ Hz, and a 1.0 V, 100 ns pulse across a 2.0 nm gap. The filament is at 800 K during the pulse, 500 K above an ambient of 300 K.

Neighbouring anion sites in the fluorite lattice are half a lattice constant apart, $0.54/2=0.27$ nm. With the saddle point halfway, the vacancy moves 0.135 nm along the field before crossing it. The field is $1.0\ \mathrm V/2.0\ \mathrm{nm}=0.50$ V/nm, or 5.0 MV/cm, and lowers the barrier by
\begin{equation}
\Delta=2\times0.135\times0.50\ \mathrm{eV}=0.135\ \mathrm{eV}.
\end{equation}
At 800 K, $k_BT=0.0689$ eV, and the switching rate is
\begin{equation}
k=\nu e^{-(E-\Delta)/k_BT}=10^{13}\,e^{-1.165/0.0689}\ \mathrm{s^{-1}}\simeq4.6\times10^5\ \mathrm{s^{-1}}.
\end{equation}
The probability $P$ of not having switched obeys $dP/d\tau=-kP$ during the pulse, where $\tau$ is time. After the pulse length $t_p$ this gives
\begin{equation}
q=1-e^{-kt_p}=1-e^{-0.0458}=0.0448 .
\end{equation}
Comparison with (\ref{eq:signal}) shows that $\lambda=kt_p=0.0458$.

\subsection*{Lifetime}

Take $N=10^6$ and $\theta=5$. The initial signal is $1000\times0.0448=44.8$ noise units, and
\begin{equation}
t^*=\frac{\ln(44.8/5)}{0.0458}=\frac{2.19}{0.0458}\simeq48\ \text{patterns}.
\end{equation}
With one pattern per millisecond this is 48 ms. The array holds 48 patterns at once, of ages 0 to 47. The smallest array that meets the criterion has about 12\,500 cells.

Equation (\ref{eq:decade}) gives $2.303/(2\times0.0458)\simeq25$ more patterns per decade of $N$. At the same $q$, the lifetime is 23 patterns for $N=10^5$, 98 for $10^8$ and 199 for $10^{12}$.

Retuning changes the comparison. For $N=10^6$ the best value is $q=0.0135$, with $t^*=73.1$ against the bound of 73.6; the difference is the $1/2$ derived above. For $N=10^8$ the best value is $q=0.00136$, with $t^*=735$. A hundredfold larger array thus lives ten times longer when $q$ is retuned, and about twice as long when $q$ stays at 0.0448.

\subsection*{One array carrying many patterns}

In a simulation of one million-cell array, 120 patterns were written in succession and all their overlaps were then measured. At ages 0, 20, 40 and 80 these were 42.1, 20.0, 6.8 and 2.3 noise units; the mean law gives 44.8, 17.9, 7.2 and 1.1. Single overlaps should scatter by about one unit. The root-mean-square deviation over all 120 ages was 1.1 units, so the larger deviations at ages 0 and 20 belong to a scatter of the expected size.

\section{Corrections to the ideal cell}

Each correction below is applied alone, with the other settings of the example held fixed. The reference lifetime is 47.9 patterns.

\subsection*{Wrong-way switching}

Let a cell opposite to its target switch with probability $p$, and let a cell at its target leave it with probability $b$. The mean new state is $(2p-1)\eta$ for $w=-\eta$ and $(1-2b)\eta$ for $w=\eta$. Writing it as $\alpha w+\beta\eta$ requires $\beta-\alpha=2p-1$ and $\beta+\alpha=1-2b$. Hence $\beta=p-b$, $\alpha=1-p-b$, and the earlier argument gives
\begin{equation}
S(t)=(p-b)(1-p-b)^t .
\end{equation}
A hop against the field faces the barrier $E+\Delta$, so its rate is the forward rate multiplied by $e^{-2\Delta/k_BT}\simeq0.02$. This gives $b=0.0009$ and $t^*=46.5$.

\subsection*{Unequal set and reset}

Let $p$ now be the switching probability for target $+1$ and $r$ that for target $-1$. A write turns the mean weight $m$ into $(1-p)m+p$ or $(1-r)m-r$. Setting the average of the two equal to $m$ gives the stationary value $m=(p-r)/(p+r)$. Because $\xi=\pm1$ with equal weight, the signal is half the difference between the mean weights after the two targets:
\begin{equation}
S(0)=\tfrac12\left[p(1-m)+r(1+m)\right]=\frac{2pr}{p+r},
\end{equation}
where $1-m=2r/(p+r)$ and $1+m=2p/(p+r)$ were used. A later random write multiplies this difference by $1-(p+r)/2$, since the constant terms cancel. Thus
\begin{equation}
S(t)=\frac{2pr}{p+r}\left(1-\frac{p+r}{2}\right)^t .
\end{equation}
For $p=q$ and $r=q/2$ the initial signal falls to $2q/3$, but the loss per pattern falls to $3q/4$. In this example the slower loss outweighs the weaker start, and the lifetime rises to 52.3 patterns. In smaller arrays, with $\sqrt N\,q/\theta$ below about 5, the weaker start wins and the lifetime falls.

\subsection*{Different cells}

If each cell keeps its own $q$, the signal is the average over cells, $S(t)=\overline{q(1-q)^t}$. Cells with large $q$ lose their share first, so the remaining signal sits increasingly in slow cells and the relative decay per pattern becomes smaller. The decay is no longer a single exponential, and (\ref{eq:life}) does not apply.

A Gaussian barrier spread of 0.05 eV gives $t^*=44.5$. The next decade of $N$ then adds 37 patterns instead of 25. If $q$ were instead redrawn independently for every cell at every pulse, (\ref{eq:mean}) would hold with the mean $q$, and the single exponential would survive. A draw common to all cells, as from a drifting temperature or supply, keeps the mean law but not the $1/\sqrt N$ scatter of the stored overlap. For the same 0.05 eV spread the scatter at age 41, where the mean is about 5 noise units, is 4.6 units instead of 1, and about 28\% of such patterns are missed.

\subsection*{Read noise}

Let each weight be read with an independent zero-mean error of variance $\sigma^2$. The background variance becomes $(1+\sigma^2)/N$, which shortens the lifetime by $\ln(1+\sigma^2)/(2\lambda)$. For $\sigma=0.3$ this is 0.9 patterns.

\section{The model beside real cells}

Voltages near 1 V, gaps of a few nanometres and pulses near 100 ns are roughly typical of filamentary oxide cells. The barrier and filament temperature are effective inputs and do not describe a measured device. The example also uses the same barrier, field and temperature for both switching directions. In a real cell the low-resistance state has a filament bridging the gap, so the field and heating during reset differ from those during set, and the two switching probabilities are generally unequal. The assumed barrier of 1.30 eV also lies well above that for a vacancy hop in bulk ceria, roughly 0.5 eV. With that lower value, $kt_p$ at 800 K would be several thousand, so each write would erase all earlier patterns. The newest pattern would not last either: the same rate law gives an idle rate of $4\times10^4\ \mathrm{s^{-1}}$ at 300 K, which randomises the cells in about 12 $\mu$s, far less than the 1 ms between patterns. Within this model a single bulk vacancy hop therefore cannot stand for the switching event.

A 58 K rise in temperature shifts the lifetime more than any correction of the previous section at the size given there. At an ambient of 358 K, with the heating held at 500 K, $q$ rises to 0.134 and the lifetime falls to 23 patterns. A fixed pulse therefore does not fix $q$ unless the filament temperature is controlled. The voltage is as critical: if the heating scales as its square, a 5\% higher pulse gives $q=0.130$ and 23 patterns, and a 10\% lower one gives $q=0.0038$, too small for even the newest pattern to meet the criterion. Thermal switching between writes is negligible: its probability is about $2\times10^{-7}$ over 48 ms at 358 K.

Half-selected cells were given half the voltage and a quarter of the heating, in both polarities, for each of the other 999 rows. Only one polarity lowers the barrier for a cell in a given state, but counting both as favourable gives an upper bound. Their switching probability per pattern is then at most about $5\times10^{-6}$ at 300 K and $3\times10^{-4}$ at 358 K, small beside $q$ in both cases. This rests on the assumed heating and on the array size. With half the heating instead of a quarter, the same bound becomes about $10^{-2}$ at 300 K and $0.12$ at 358 K. The bound also grows in proportion to the number of rows, so a square array of $10^{12}$ cells has one a thousand times larger, and the lifetime quoted for it ignores this loss.

Two limits are more serious. Each cell switches $q/2=0.022$ times per pattern on average, so a rough endurance of $10^6$ switches is used up after about 12 hours of continuous writing. The gap field is also about 1.7 times a rough bulk breakdown field of 3 MV/cm. The example therefore assumes a series element that limits the current, and it does not predict hard failure. Real filaments can also move partway during an unsuccessful pulse, which breaks the memoryless rule; that effect is not sized here. The full set of values is in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Direct simulation, q = 0.2, theta = 2.0
  N =   400: simulated 3.11, formula 3.11 patterns
  N =  3200: simulated 7.82, formula 7.77 patterns
  N = 25600: simulated 12.64, formula 12.43 patterns
Example inputs (rough CeO2 cell values)
  cells N = 1000000, rows = 1000, theta = 5.0
  barrier 1.30 eV, attempt rate 1.0e+13 Hz
  lattice constant 0.54 nm, vacancy charge 2 e
  pulse 1.0 V, 100 ns; gap 2.0 nm
  ambient 300 K, filament 800 K
  time between patterns 1.0 ms
Switching and memory
  gap field 5.00 MV/cm, barrier lowering 0.1350 eV
  forward rate 4.5796e+05 1/s
  q = 0.04476, lambda = 0.04580 per pattern
  initial signal 44.763 noise units
  smallest useful N = 12477 cells
  lifetime t* = 47.86 patterns = 47.86 ms
  patterns held at once = 48
  gain per decade of N = 25.14 patterns
  N = 1e5: t* = 22.72 patterns
  N = 1e7: t* = 73.00 patterns
  N = 1e8: t* = 98.14 patterns
  N = 1e12: t* = 198.70 patterns
One simulated array, overlap in noise units
  age  0: simulated 42.07, mean law 44.76
  age 20: simulated 20.04, mean law 17.91
  age 40: simulated 6.78, mean law 7.17
  age 80: simulated 2.34, mean law 1.15
  rms deviation over 120 ages: 1.095 noise units
  switched fraction per pattern 0.02239
Errors at t*: miss 0.00619, false alarm 0.00623
  Gaussian estimate 0.00621
Retuned q: best q = 0.01350, t* = 73.08 patterns
  bound sqrt(N)/(e theta) = 73.58 patterns
  N = 1e8: best q = 0.001358, t* = 735.26 patterns
Neglected effects, lifetime in patterns
  wrong-way probability 0.000891: t* = 46.49
  reset probability half of set: t* = 52.31
  barrier spread 0.05 eV: t* = 44.54
    gain for next decade of N = 36.57 patterns
  read noise 0.3 of weight: t* = 46.92
  ambient 358 K: q = 0.13371, t* = 22.90
  thermal switching in nominal t* at 358 K: 2.39e-07
  half-select switching per pattern, 300 K: 4.84e-06
  half-select switching per pattern, 358 K: 2.76e-04
  wear-out at 1e+06 switches: 12.41 hours
  gap field / rough bulk breakdown (3.0 MV/cm) = 1.67
\end{verbatim}
